# Placing an Open-Shell Defect Singlet from a Mixed-Spin Determinant

## The problem

A neutral defect in a wide-gap oxide holds two electrons in two real, orthonormal orbitals $a$ and $b$. All other electrons form a closed-shell core. A supercell calculation gives the energies of two determinants at the same geometry and with the same orbitals:

- $|a{\uparrow}\,b{\uparrow}|$, both spins up, a component of the triplet;
- $|a{\uparrow}\,b{\downarrow}|$, the mixed-spin determinant, which lies 0.30 eV higher.

How far above the triplet is the open-shell singlet, the singlet with one electron in each orbital? Under what conditions does the answer hold, and how large are the corrections for a plausible defect?

## A tempting solution

The mixed determinant has one spin up and one spin down, so its total spin projection is $M=0$. A singlet also has $M=0$. It seems to follow that the mixed determinant is the singlet, and that the singlet lies 0.30 eV above the triplet.

The fault is in the second step. A singlet must have $M=0$, but a state with $M=0$ need not be a singlet, because the triplet has an $M=0$ component too. What decides the matter is the total spin $\hat S^2$, with eigenvalue 0 for a singlet and 2 for a triplet (in units of $\hbar^2$).

## What the mixed determinant contains

Write $\alpha,\beta$ for spin up and down, and $a_1$ for $a(\mathbf r_1)$. There are two determinants with one electron in each orbital and $M=0$:

$$\Phi_D=|a{\uparrow}b{\downarrow}|=\tfrac{1}{\sqrt2}\left(a_1b_2\,\alpha_1\beta_2-b_1a_2\,\beta_1\alpha_2\right),$$

$$\Phi_{D'}=|b{\uparrow}a{\downarrow}|=\tfrac{1}{\sqrt2}\left(b_1a_2\,\alpha_1\beta_2-a_1b_2\,\beta_1\alpha_2\right).$$

Their sum and difference factor into space and spin:

$$\Phi_S=\frac{\Phi_D+\Phi_{D'}}{\sqrt2}=\tfrac12(a_1b_2+b_1a_2)(\alpha_1\beta_2-\beta_1\alpha_2),$$

$$\Phi_T=\frac{\Phi_D-\Phi_{D'}}{\sqrt2}=\tfrac12(a_1b_2-b_1a_2)(\alpha_1\beta_2+\beta_1\alpha_2).$$

The first has the antisymmetric spin function of a singlet, the second the symmetric one of a triplet. Adding the two equations gives

$$\Phi_D=\frac{\Phi_S+\Phi_T}{\sqrt2},\qquad \langle\hat S^2\rangle_D=\tfrac12\cdot0+\tfrac12\cdot2=1 .$$

The mixed determinant is half singlet and half triplet.

## The right solution

Let the Hamiltonian $H$ contain no spin operators, so that it commutes with $\hat S^2$. Then

$$0=\langle\Phi_S|\hat S^2H-H\hat S^2|\Phi_T\rangle=(0-2)\langle\Phi_S|H|\Phi_T\rangle ,$$

and the cross term between singlet and triplet vanishes. The energy of the mixed determinant is therefore the plain average

$$E_D=\tfrac12(E_S+E_T).$$

Here $E_T$ belongs to the $M=0$ triplet, while the calculation supplies $|a{\uparrow}b{\uparrow}|$. The two have the same energy. The raising operator turns $\Phi_D$ into $|a{\uparrow}b{\uparrow}|$ and $\Phi_{D'}$ into $|b{\uparrow}a{\uparrow}|=-|a{\uparrow}b{\uparrow}|$, so $\hat S_+\Phi_T=\sqrt2\,|a{\uparrow}b{\uparrow}|$. Since $H$ commutes with $\hat S_\pm$, and $\hat S_-\hat S_+=\hat S^2-\hat S_z^2-\hat S_z$ equals 2 on $\Phi_T$,

$$2\,E(a{\uparrow}b{\uparrow})=\langle\Phi_T|\hat S_-H\hat S_+|\Phi_T\rangle=\langle\Phi_T|H\hat S_-\hat S_+|\Phi_T\rangle=2E_T .$$

Solving the average for $E_S$ and subtracting $E_T$ gives the spin-purification rule:

$$E_S=2E_D-E_T,\qquad E_S-E_T=2(E_D-E_T)=2\times0.30=0.60\ \text{eV},$$

or 0.02205 hartree. The singlet lies 0.60 eV above the triplet and 0.30 eV above the mixed determinant, which sits midway between them.

### The same result from integrals

Define $(pq|rs)=\iint p_1q_1\,v_{12}\,r_2s_2$, with $v_{12}$ the electron repulsion, and let $J=(aa|bb)$ and $K=(ab|ab)$. The core adds a constant $E_c$ and changes the one-electron integrals $h_{pq}$ to

$$f_{pq}=h_{pq}+\sum_c\left[2(cc|pq)-(cp|cq)\right].$$

An outer electron of either spin meets one core electron of its own spin in each core orbital, so $f_{pq}$ is the same for both spins. The determinant energies are

$$E_D=E_c+f_{aa}+f_{bb}+J,\qquad E_T=E_c+f_{aa}+f_{bb}+J-K,$$

because only parallel spins have an exchange term. $\Phi_D$ and $\Phi_{D'}$ have equal energy, and their coupling is $\langle\Phi_D|H|\Phi_{D'}\rangle=K$. Their sum therefore has energy $E_D+K$ and their difference $E_D-K$. Thus $E_D-E_T=K$ and $E_S-E_T=2K$, with $K=0.30$ eV here. For Coulomb repulsion $K$ is positive, being the self-repulsion integral of the real density $ab$, so the triplet is the lower state of this configuration.

## When the factor is not two

**Overlapping orbitals.** Separate spin-up and spin-down orbitals need not be orthogonal. Suppose the down electron occupies $b'=s\,a+\sqrt{1-s^2}\,b$, with overlap $\langle a|b'\rangle=s$. Then

$$|a{\uparrow}b'{\downarrow}|=s\,|a{\uparrow}a{\downarrow}|+\sqrt{1-s^2}\,\frac{\Phi_S+\Phi_T}{\sqrt2}.$$

The triplet weight is $(1-s^2)/2$, so $\langle\hat S^2\rangle=1-s^2$ and the singlet weight is $w_S=1-\langle\hat S^2\rangle/2=(1+s^2)/2$. The determinant energy is $w_SE_S'+(1-w_S)E_T$, where $E_S'$ is the energy of its normalized singlet part. Hence

$$E_S'-E_T=\frac{E_{\rm det}-E_T}{1-\langle\hat S^2\rangle/2}.$$

At $s=0$ the factor is 2. As $s\to1$ it tends to 1, because the determinant becomes the closed shell $a^2$, already a singlet. If the 0.30 eV had come from orbitals with $s=0.20$, then $\langle\hat S^2\rangle=0.96$ and the gap would be $0.30/0.52=0.577$ eV. That singlet contains some $a^2$ and is no longer the pure open-shell configuration. The formula also assumes an unpolarized core.

**Closed-shell mixing.** $\Phi_S$ is one configuration, not necessarily an eigenstate. The determinants $|a{\uparrow}a{\downarrow}|$ and $|a{\uparrow}b{\downarrow}|$ differ in one spin orbital, and their coupling is $f_{ab}+(aa|ab)$. The determinant $|b{\uparrow}a{\downarrow}|$ contributes the same amount, so

$$\langle a^2|H|\Phi_S\rangle=\frac{2[f_{ab}+(aa|ab)]}{\sqrt2}=\sqrt2\,[f_{ab}+(aa|ab)].$$

This vanishes if the defect and its surroundings have inversion symmetry and $a$ and $b$ have opposite parity. A disordered network has no such symmetry in general.

**Errors and relaxation.** An error of 0.05 eV in $E_D-E_T$ becomes 0.10 eV in $E_S-E_T$. Similarly, if separate optimization lowers $E_D$ by $\lambda_D$ and $E_T$ by $\lambda_T$ from their common-orbital values, the rule returns $2K-2(\lambda_D-\lambda_T)$. Even if the two orbitals of the mixed determinant are kept orthogonal, this is not exactly the gap between the relaxed states. The determinant contains a triplet in its own orbitals, which cannot lie below the optimized triplet, and the rule adds any such excess to the energy of the singlet in those orbitals. If the orbitals are not kept orthogonal, the determinant can slide towards a closed shell of lower energy, and the factor of two no longer applies. Density-functional energies bring a further condition: they obey the rule only as far as they behave like expectation values of $H$ in the determinants.

## A model vacancy

To size the corrections, take an s-like and a p-like orbital,

$$s\propto e^{-\alpha r^2},\qquad p=2\sqrt\alpha\,x\,s .$$

The electrons have the free mass, move in a harmonic well of frequency $\omega$ and repel as $1/(\varepsilon r)$. The value $\varepsilon=3$ is a rough typical electronic dielectric constant for amorphous alumina. It stands for screening by the other electrons, which the frozen core of the determinants above leaves out. The model therefore treats 0.30 eV as a screened exchange splitting; the bare integral of its orbitals is three times larger, 0.90 eV. A macroscopic constant is also only a rough guide at distances of a few Å. The well's lowest state is $e^{-\omega r^2/2}$ in atomic units, so $\omega=2\alpha$.

The exchange integral follows from $\partial_x s^2=-4\alpha x\,s^2$, which gives $sp=-\partial_x s^2/(2\sqrt\alpha)$. Two densities $s^2$ with centres a distance $R$ apart repel with energy

$$U(R)=\frac{\operatorname{erf}(\sqrt\alpha R)}{\varepsilon R}=\frac{2\sqrt\alpha}{\varepsilon\sqrt\pi}\left(1-\frac{\alpha R^2}{3}+\dots\right).$$

The two derivatives in $K$ can be moved onto the two centres. They act on $U(|\mathbf R_1-\mathbf R_2|)$ with opposite signs, so

$$K=-\frac{1}{4\alpha}\left.\frac{\partial^2U}{\partial x^2}\right|_{0}=\frac{1}{4\alpha}\cdot\frac{4\alpha^{3/2}}{3\varepsilon\sqrt\pi}=\frac{\sqrt\alpha}{3\varepsilon\sqrt\pi}.$$

Setting $K=0.30$ eV gives $\alpha=9\pi\varepsilon^2K^2=0.0309$ bohr$^{-2}$ and $\omega=1.683$ eV. The rms radii, $\sqrt{3/(4\alpha)}$ and $\sqrt{5/(4\alpha)}$, are 2.61 Å for $s$ and 3.36 Å for $p$.

The open-shell singlet is not the lowest singlet here. Its spatial part is proportional to $(x_1+x_2)s_1s_2$, which is $s^2$ with one quantum of centre-of-mass motion. The relative motion, and so the mean repulsion, is unchanged. The singlet therefore lies $\omega=1.683$ eV above $s^2$, and the triplet lies $1.683-0.600=1.083$ eV above it.

### Correlation and orbital relaxation

With $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$, the two-electron Hamiltonian separates:

$$H=\left[\frac{P^2}{4}+\omega^2R^2\right]+\left[p^2+\frac{\omega^2r^2}{4}+\frac1{\varepsilon r}\right].$$

The first bracket is an oscillator of frequency $\omega$. Exchanging the electrons reverses $\mathbf r$, so singlets have even relative angular momentum $l$ and triplets odd $l$. The lowest odd-parity singlet has one centre-of-mass quantum and $l=0$; the lowest triplet has none and $l=1$. With $\epsilon_l$ the lowest relative energies,

$$E_S-E_T=\omega+\epsilon_0-\epsilon_1 .$$

To first order in the repulsion, $\epsilon_0=\tfrac32\omega+\langle1/\varepsilon r\rangle_0$ and $\epsilon_1=\tfrac52\omega+\langle1/\varepsilon r\rangle_1$. The relative densities are proportional to $e^{-\alpha r^2}$ and $x^2e^{-\alpha r^2}$, for which $\langle1/r\rangle$ is $2\sqrt{\alpha/\pi}$ and $\tfrac43\sqrt{\alpha/\pi}$. The gap is then $\tfrac23\sqrt{\alpha/\pi}/\varepsilon=2K$, the purification result again.

Solving the two radial equations by finite differences, with $\omega$ and $\varepsilon$ held fixed, gives the full gap of the model: 0.454 eV. This is 0.146 eV, or 24%, below 0.600 eV. Both states fall below their first-order energies, by the variational principle, and the singlet falls further by 0.146 eV. Purification has removed the spin mixture correctly, but it cannot supply the correlation and relaxation missing from a single configuration. The size of the correction depends on which common orbitals carry the 0.30 eV. The 24% is for bare oscillator orbitals, which are not self-consistent. If $\omega$ is refitted so that $K=0.30$ eV in orbitals optimized for the triplet, the full gap is 0.42 eV (30% lower); in orbitals optimized for the mixed determinant it is 0.53 eV (11% lower).

### Disorder

Let the network add an odd-parity coupling $f_{sp}=w=0.20$ eV, a round assumed value. The singlet then couples to both $s^2$ and $p^2$ with strength $\sqrt2\,w=0.283$ eV, while $s^2$ and $p^2$ couple to each other through $K$. Measured from the uncoupled open-shell singlet, the matrix in the order $s^2,\Phi_S,p^2$ is, in eV,

$$\begin{pmatrix}-1.683&0.283&0.300\\0.283&0&0.283\\0.300&0.283&1.353\end{pmatrix}.$$

The eigenvalue that belongs mainly to $\Phi_S$ is $-0.029$ eV. Within these two orbitals the gap falls to 0.571 eV, and the state has 6.6% closed-shell weight. The triplet does not move, since two orbitals supply no other triplet for it to mix with.

This shift should not be taken as an estimate for a real network, because higher orbitals matter just as much. Suppose the coupling comes from a uniform field, with potential $Fx$ for each electron. The field only displaces the harmonic well. It lowers every two-electron level by the same $F^2/\omega^2=2w^2/\omega=0.048$ eV, so the full gap does not change at all. Other odd-parity potentials can change the gap, but two orbitals are too few to say by how much.

### Periodic images

In a cubic cell of edge $L$ and volume $V=L^3$, suppose Coulomb exchange is summed over reciprocal vectors with $G=0$ omitted. The Fourier transform of $sp$ has squared modulus $G_x^2e^{-G^2/4\alpha}/(4\alpha)$. Cubic symmetry replaces $G_x^2$ by $G^2/3$, so

$$K_{\rm cell}=\frac{4\pi}{\varepsilon V}\sum_{G\ne0}\frac{G_x^2e^{-G^2/4\alpha}}{4\alpha G^2}=\frac{\pi}{3\alpha\varepsilon V}\sum_{G\ne0}e^{-G^2/4\alpha}.$$

For a cell much larger than the orbitals, the sum including $G=0$ becomes an integral and gives the isolated $K$. The omitted term is the difference:

$$K_{\rm cell}\simeq K-\frac{\pi}{3\alpha\varepsilon V}=K\left[1-\left(\frac{\pi}{\alpha L^2}\right)^{3/2}\right].$$

For $L=12$ Å the fractional loss is about 0.09. The reciprocal sum gives $K_{\rm cell}=0.274$ eV and a gap of 0.547 eV, a fall of 0.053 eV with the orbitals held fixed. This neglects the overlap of each orbital with its images; normalized periodic sums of the same orbitals give a gap of 0.551 eV, a fall of 0.049 eV. If the original 0.30 eV came from such a cell without correction, the isolated gap would be larger than 0.60 eV. This estimate does not apply to a semilocal functional, which does not evaluate exchange by this sum, nor to range-screened exchange: with the kernel $\operatorname{erfc}(\mu r)/r$ and $\mu=0.11$ bohr$^{-1}$ the loss in the same cell is only about 1%.

## Reading the result for a real oxide

The orbital radii follow from the assumed mass, $\varepsilon$ and $K$; the model is not a computed alumina defect. Its singlet excitation of 1.7 eV is low: oxygen vacancies with two electrons in crystalline alumina or magnesia absorb at several eV, as a rough figure. In this model $K\propto\sqrt\omega$ at fixed $\varepsilon$, so a 5 eV quantum would give $K\approx0.30\sqrt{5/1.683}\approx0.52$ eV and shrink the rms radius of $s$ from 2.61 to 1.51 Å. At such short distances screening is weaker than the macroscopic constant implies, so this $K$ is probably too small. An amorphous film also breaks the parity assumed here; the resulting change of the gap depends on the shape of the disorder potential and has not been sized. The gap is vertical, at one fixed geometry; lattice relaxation and spin-orbit coupling are left out and have not been sized. The thermal energy at 300 K, 0.026 eV, is small beside the gap.

The 0.60 eV is thus the separation of two spin states of one configuration with common orbitals. Within this model the largest computed correction to it comes from correlation and relaxation: 0.146 eV for bare oscillator orbitals, and 0.07 or 0.18 eV for the two self-consistent choices above. Thus even the first decimal of the purified gap is not assured as a physical excitation energy.
